# Emission time of an oxide defect at two temperatures

## Problem

After a p-channel silicon transistor has been held at a large negative gate voltage and high temperature, its threshold voltage has shifted. This is bias temperature instability. Part of the shift recovers when the stress ends, because charged defects in the oxide emit their charge one by one. Consider one such defect. Its mean emission time at absolute temperature $T$ follows the Arrhenius law

$$\tau(T)=\tau_0\,e^{E_a/kT},\qquad \tau_0=10^{-13}\ \text{s},\qquad \tau(300\ \text{K})=10^{4}\ \text{s}.$$

The barrier $E_a$ and the prefactor $\tau_0$ are taken as independent of temperature, and the gate bias during recovery is the same at both temperatures.

(a) Show that a classical particle escaping from a parabolic well obeys this law, and find the meaning of $\tau_0$.

(b) Find $E_a$.

(c) Show that heating to 400 K shortens the emission time to about 0.6 s.

(d) How likely is emission during a 10 s wait at each temperature? How sensitive is the 400 K result to errors in the data?

(e) Estimate how far the result moves if the prefactor follows the thermal flux of carriers, if the atoms tunnel, if heating changes the oxide field, and if heating takes a finite time.

## Solution

### (a) Where the law comes from

Emission requires the atoms around the defect to reach a distorted arrangement in which the charge can leave. Describe the distortion by one coordinate $x$ with mass $m$ and potential energy $V=\tfrac12 m\omega^2x^2$, and let the charge leave when $x$ reaches a point $x_b$ with $V(x_b)=E_a$. Assume that the well stays in thermal equilibrium and that a particle that passes $x_b$ does not return.

The escape rate is the probability density at $x_b$ times the mean outward velocity, where inward velocities count as zero:

$$\frac1\tau=\langle v_+\rangle\,\frac{e^{-E_a/kT}}{\int e^{-V/kT}\,dx}.$$

The two thermal averages are Gaussian integrals:

$$\langle v_+\rangle=\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2kT}dv}=\frac{kT/m}{\sqrt{2\pi kT/m}}=\sqrt{\frac{kT}{2\pi m}},\qquad \int e^{-V/kT}dx\simeq\sqrt{\frac{2\pi kT}{m\omega^2}}.$$

The second integral has been extended beyond $x_b$, which is harmless when $E_a\gg kT$. In the quotient the factors $\sqrt{kT}$ cancel:

$$\frac1\tau=\frac{\omega}{2\pi}\,e^{-E_a/kT}.$$

This is the Arrhenius law with $\tau_0=2\pi/\omega$, the period of one vibration. A prefactor of $10^{-13}$ s means $10^{13}$ attempts per second, of which a fraction $e^{-E_a/kT}$ succeeds.

### (b) The barrier

Write $T_1=300$ K and $\tau_1=10^4$ s. Dividing the law by $\tau_0$ and taking the logarithm gives

$$\frac{E_a}{kT_1}=\ln\frac{\tau_1}{\tau_0}=\ln 10^{17}=39.144 .$$

With $kT_1=0.02585$ eV,

$$E_a=39.144\times0.02585\ \text{eV}=1.012\ \text{eV}.$$

### (c) The emission time at 400 K

At $T_2=400$ K the barrier is the same, so $E_a=kT_1\ln(\tau_1/\tau_0)$ can be inserted into the law:

$$\ln\frac{\tau_2}{\tau_0}=\frac{E_a}{kT_2}=\frac{T_1}{T_2}\ln\frac{\tau_1}{\tau_0},
\qquad\text{so}\qquad
\tau_2=\tau_0\left(\frac{\tau_1}{\tau_0}\right)^{T_1/T_2}.$$

Boltzmann's constant has dropped out. Since $T_1/T_2=3/4$,

$$\tau_2=10^{-13}\times10^{17\times3/4}\ \text{s}=10^{-13+12.75}\ \text{s}=10^{-0.25}\ \text{s}=0.56\ \text{s},$$

which is about 0.6 s, as was to be shown. Evaluating the escape rate of part (a) by numerical integration, with the barrier fitted to the 300 K datum, gives the same 0.5623 s.

The time falls by a factor of about 18,000 although $T$ rises by only a third. The exponent drops from 39.144 to 29.358, and the difference of 9.786 is itself exponentiated. At the intermediate temperature of 350 K the time is 37 s.

The formula has the right limits. For $T_2=T_1$ it returns $\tau_1$. For $T_2\to\infty$ it tends to $\tau_0$, although the escape picture fails before that, once $kT$ is no longer small compared with $E_a$.

For a group of defects with the same $\tau_0$ but different barriers, the formula gives $\log_{10}(\tau_2/\tau_0)=0.75\log_{10}(\tau_1/\tau_0)$. Emission times that span one decade at 300 K then span three quarters of a decade at 400 K. Heating therefore compresses the spread as well as shifting it.

### (d) Probabilities and sensitivity

The time $\tau$ is a mean. With a constant rate $1/\tau$, the probability of still being charged after time $t$ is $e^{-t/\tau}$, so the probability of emission is $1-e^{-t/\tau}$. For $t=10$ s:

- at 300 K, $t/\tau=10^{-3}$ and the probability is 0.1 %;
- at 400 K, $t/\tau=10/0.5623=17.8$, and the chance of remaining charged is $e^{-17.8}\approx2\times10^{-8}$.

A charge that is almost certain to stay during the wait at 300 K is almost certain to leave at 400 K.

For the sensitivity, write the result of (c) as

$$\ln\tau_2=\left(1-\frac{T_1}{T_2}\right)\ln\tau_0+\frac{T_1}{T_2}\ln\tau_1 .$$

If $\tau_0$ is ten times longer while $\tau_1$ is held fixed, $\tau_2$ grows by $10^{1/4}=1.78$, to 1.0 s. The dependence is weak because a longer $\tau_0$ implies a lower barrier, which compensates for most of the change. An error in $\tau_1$ matters more: a factor of ten there changes $\tau_2$ by $10^{3/4}=5.6$.

For the temperature, differentiate $\ln\tau=\ln\tau_0+E_a/kT$:

$$\frac{d\ln\tau}{dT}=-\frac{E_a}{kT^2}=-\frac{29.358}{400\ \text{K}}=-0.073\ \text{K}^{-1}.$$

One kelvin more at 400 K shortens the time by about 7 %.

### (e) What the simple law leaves out

Each effect is first sized alone, with $\tau_1$ and the 300 K value of $\tau_0$ held fixed.

**Carrier flux.** If the charge is exchanged with a band of the silicon, detailed balance ties the attempt rate to the thermal flux of carriers in that band. For a parabolic band with Boltzmann statistics, the density of states and the speed each contribute $\sqrt E$, so the flux varies as

$$\int_0^\infty E\,e^{-E/kT}dE=(kT)^2 .$$

With a capture cross-section whose prefactor does not depend on temperature, $\tau_0$ then varies as $T^{-2}$. The 400 K time is multiplied by $(300/400)^2=0.5625$ and becomes 0.32 s. The valence band of silicon, which matters for a p-channel device, is not parabolic; a six-band $k\cdot p$ model gives a factor nearer 0.51, or about 0.29 s.

**Tunnelling of the atoms.** Let the charged and the emptied defect have equal parabolas with minima at the same energy, crossing at height $B$ and at distance $b$ from each minimum. A vibration of energy $E=\tfrac12m\omega^2a^2$ turns back at $x=a<b$. To change parabola below the crossing it must tunnel from $a$ to $b$ and then through the mirror-image stretch on the other side. The amplitude contains $\exp(-\tfrac2\hbar\int_a^b|p|dx)$ with $|p|=m\omega\sqrt{x^2-a^2}$. Squaring it and including the Boltzmann factor gives a weight $e^{-F}$ with

$$F=\frac{E}{kT}+\frac{4m\omega}{\hbar}\int_a^b\sqrt{x^2-a^2}\,dx
=\frac{E}{kT}+\frac{2m\omega}{\hbar}\left[b\sqrt{b^2-a^2}-a^2\operatorname{arcosh}\frac ba\right].$$

The dominant energy minimises $F$. The derivative of the integral with respect to $a$ is $-a\operatorname{arcosh}(b/a)$, and $dE=m\omega^2a\,da$, so

$$\frac{dF}{dE}=\frac1{kT}-\frac{4}{\hbar\omega}\operatorname{arcosh}\frac ba=0
\quad\Rightarrow\quad \frac ba=\cosh\theta,\qquad \theta=\frac{\hbar\omega}{4kT}.$$

The derivative increases with $a$, so this is a minimum. There $E/kT=2m\omega a^2\theta/\hbar$, which cancels the last term of $F$. With $\sqrt{b^2-a^2}=b\tanh\theta$ and $m\omega b^2=2B/\omega$,

$$F=\frac{2m\omega b^2}{\hbar}\tanh\theta=\frac{4B}{\hbar\omega}\tanh\theta .$$

For small $\theta$ this returns the classical $B/kT$. If $\tau_0$ is one vibration period, as in part (a), the vibration quantum follows: $\hbar\omega=h/\tau_0=41.4$ meV, hence $\theta_1=0.3999$ and $\theta_2=0.3000$. Replacing $E_a/kT$ by $F$ in the law gives

$$\ln\frac{\tau_2}{\tau_0}=39.144\times\frac{\tanh\theta_2}{\tanh\theta_1}=39.144\times\frac{0.2913}{0.3799}\approx30.0,$$

so $\tau_2=1.08$ s. Tunnelling helps more at the lower temperature, so, with the prefactor kept at $\tau_0$, the 300 K datum implies a higher barrier, 1.065 eV, and heating gains less. The quantum-mechanical rate also has a slowly varying factor in front of $e^{-F}$. For constant weak electronic coupling, the rate is proportional to the thermal average of the squared overlaps between vibrational states of equal energy. With $S=4B/\hbar\omega$ this average is $e^{-S\coth2\theta}\,I_0(S/\sinh2\theta)$, where $I_0$ is a modified Bessel function and $I_0(z)\simeq e^z/\sqrt{2\pi z}$ for large $z$. Because $\coth2\theta-1/\sinh2\theta=\tanh\theta$, the average equals $e^{-F}$ times a factor proportional to $\sqrt{\sinh2\theta}$. That factor is smaller at 400 K, so it lengthens the time there by $\sqrt{\sinh2\theta_1/\sinh2\theta_2}=1.18$, to about 1.3 s. Most of this factor is not tunnelling: for small $\theta$ it tends to $\sqrt{T_2/T_1}=1.155$, the classical prefactor of weak coupling. With weak coupling $\tau_0$ is set by the coupling and is no longer the vibration period, so $\hbar\omega$ is then a free parameter. The result depends strongly on it: with the same $\tau_0$ at 300 K, $\hbar\omega=20$, 60 and 100 meV give about 0.8, 2.5 and 17 s.

**Oxide field.** At fixed gate voltage, heating moves the threshold by roughly 1 mV/K, or 0.1 V over 100 K. If all of this appears across an oxide 2 nm thick, the field changes by 0.5 MV/cm, and the level of a trap 1 nm deep shifts by $\Delta=\pm50$ meV. To see how much of $\Delta$ reaches the barrier, take parabolas $E_rs^2$ and $E_r(1-s)^2+\Delta$ with $E_r=4E_a$. They cross at $s=(E_r+\Delta)/2E_r$, at the height

$$\frac{(E_r+\Delta)^2}{4E_r}=E_a+\frac\Delta2+\frac{\Delta^2}{4E_r}.$$

The barrier changes by $+25.2$ or $-24.8$ meV, and the 400 K time becomes 1.17 s or 0.27 s. The sign depends on the device and its bias. The size is an upper estimate, because band bending in the silicon takes up part of the change: simple MOS electrostatics for dopings of $10^{17}$ to $10^{18}$ cm$^{-3}$ gives field changes below 0.2 MV/cm at gate biases between $+0.5$ and $-1.2$ V. The silicon gap also shrinks by about 28 meV between 300 and 400 K. This is not included here; if half of it reached the barrier, the time would change by a factor of 1.5. The factor one half belongs to minima at equal energy. For minima at different energies, but still equal curvatures, the fraction of a small $\Delta$ that reaches the barrier is $\sqrt{E_a/E_r}$. For $E_r=2$ eV and the same $E_a$ it is about 0.7, and the times become 1.6 s and 0.20 s.

**Heating time.** Some defects emit before 400 K is reached. For a ramp at rate $\beta$, the probability of still being charged at its end is $e^{-N}$ with $N=\int dT/(\beta\tau)$. Near $T_2$ the rate grows by a factor $e$ every $kT_2^2/E_a=400\ \text{K}/29.358=13.6$ K, so the integral is about $13.6\ \text{K}/(\beta\tau_2)$. At 1000 K/s this estimate is 0.024, and numerical integration gives 0.023. The ramp is then fast enough. Since $N$ scales as $1/\beta$, at 10 K/s it is 2.3, and the defect would most likely have emitted on the way up.

### Comparison with real devices

The numbers describe a model defect, not a measurement on a particular device. The result rests on the assumption that prefactor and barrier stay the same on heating. For parabolas with minima at equal energy and $\hbar\omega=41$ meV, carrier flux, tunnelling and oxide field each move 0.56 s by up to about a factor of two, within 0.27 to 1.3 s. A stiffer vibration makes the tunnelling correction much larger. If corrections in the same direction simply multiply, the range widens to roughly 0.15 to 3 s. A defect that emits through an intermediate state need not follow a single Arrhenius line, and these estimates do not cover it. For a defect that fits these assumptions the calculation therefore supports "of the order of a second", while 0.56 s is the answer for the stated model. The numerical output below lists the values used.

## Calculated quantities

```
prefactor tau0: 1e-13 s
emission time at 300 K (given): 1e+04 s
Boltzmann constant: 8.61733e-05 eV/K
kT at 300 K: 0.02585 eV
kT at 400 K: 0.03447 eV
ln(tau/tau0) at 300 K: 39.144
ln(tau/tau0) at 400 K: 29.358
barrier Ea, formula: 1.0119 eV
barrier Ea, well quadrature: 1.0119 eV
emission time at 350 K, well quadrature: 37.3 s
emission time at 400 K, formula: 0.5623 s
emission time at 400 K, well quadrature: 0.5623 s
speed-up from 300 K to 400 K: 17783 times
waiting time for probabilities: 10 s
emission probability in the wait, 300 K: 0.100 %
emission probability in the wait, 400 K: 100.00000 %
time at 400 K if tau0 is ten times longer: 1.00 s
change of time for 1 K more at 400 K: -7.1 %
carrier-flux prefactor, factor on time: 0.5625
time at 400 K with carrier-flux prefactor: 0.32 s
vibration quantum h/tau0: 41.4 meV
theta at 300 K: 0.3999
theta at 400 K: 0.3000
barrier inferred with tunnelling: 1.065 eV
time at 400 K with tunnelling: 1.08 s
weak overlap prefactor, factor on time: 1.18
oxide thickness: 2 nm
trap depth: 1 nm
threshold drift (rough): 1 mV/K
largest oxide field change: 0.50 MV/cm
trap level shift: 50 meV
barrier change, level shift up: 25.2 meV
barrier change, level shift down: -24.8 meV
time at 400 K, barrier raised by field: 1.17 s
time at 400 K, barrier lowered by field: 0.27 s
heating rate: 1000 K/s
expected emissions during the ramp: 0.0227
```
